# Melt Depth under a Hot Surface: The One-Phase Stefan Problem: a numerical check

```python
"""
One-phase melting of a half-space that starts at its melting temperature.

Result under test: with the surface held at T_surf > T_melt, the melt depth is
    s(t) = 2 lam sqrt(alpha t),   lam exp(lam^2) erf(lam) = Ste / sqrt(pi),
    Ste = c (T_surf - T_melt) / L,   alpha = k / (rho c).
k, rho, c: conductivity, density, specific heat of the liquid; L: latent heat
per unit mass. Liquid and solid densities are taken equal.
The condition is compared with a shooting solution and with an enthalpy
simulation that knows only energy conservation and Fourier conduction.
Material values are rough, rounded values in the regime of silicon. SI units.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf, erfc

# ---------------------------------------------------------------- inputs
k_liq, rho, c_liq, latent = 60.0, 2500.0, 1000.0, 1.8e6
T_melt, overheat, T_cold = 1690.0, 300.0, 300.0
time_end = 100e-9
k_sol, c_sol, rho_sol = 25.0, 1000.0, 2300.0
superheat_per_speed = 15.0            # K per (m/s), interface kinetics
alpha = k_liq / (rho * c_liq)
alpha_sol = k_sol / (rho * c_sol)     # equal densities in the heat problem
stefan = c_liq * overheat / latent


def melt_function(lam):
    return lam * np.exp(lam**2) * erf(lam)


def solve_lambda(ste):
    return brentq(lambda y: melt_function(y) - ste / np.sqrt(np.pi),
                  1e-9, 5.0, xtol=1e-14)


# ------------------------------------- symbolic check of the melt profile
x, t, a, y = sp.symbols("x t a y", positive=True)
profile = 1 - sp.erf(x / (2 * sp.sqrt(a * t))) / sp.erf(y)
assert sp.simplify(sp.diff(profile, t) - a * sp.diff(profile, x, 2)) == 0
slope = sp.diff(y * sp.exp(y**2) * sp.erf(y), y)
claimed = (1 + 2*y**2) * sp.exp(y**2) * sp.erf(y) + 2*y / sp.sqrt(sp.pi)
assert sp.simplify(sp.expand(slope - claimed)) == 0


# ---------------- shooting: start at the front, demand theta = 1 at surface
def surface_theta(lam, ste):
    sol = solve_ivp(lambda eta, u: [u[1], -2 * eta * u[1]], (lam, 0.0),
                    [0.0, -2 * lam / ste], rtol=1e-10, atol=1e-12)
    return sol.y[0, -1]


shooting_error = 0.0
for ste in (0.05, stefan, 1.0, 5.0):
    shot = brentq(lambda v: surface_theta(v, ste) - 1.0, 1e-3, 2.0,
                  xtol=1e-12)
    shooting_error = max(shooting_error, abs(shot / solve_lambda(ste) - 1))
assert shooting_error < 1e-7

# ------------- small-Ste expansion: its relative error must scale as Ste^2
def small_error(ste):
    return np.sqrt(ste / 2) * (1 - ste / 6) / solve_lambda(ste) - 1


error_ratio = small_error(0.02) / small_error(0.01)
assert abs(error_ratio - 4) < 0.15    # next order shifts it by O(Ste)

# ---------------------------------------------------------- worked example
lam = solve_lambda(stefan)
diff_length = np.sqrt(alpha * time_end)
depth = 2 * lam * diff_length
speed = lam * np.sqrt(alpha / time_end)
flux = k_liq * overheat / (np.sqrt(np.pi) * diff_length * erf(lam))
fluence = 2 * flux * time_end


def melt_excess(pos):
    return overheat * (1 - erf(pos / (2 * diff_length)) / erf(lam))


sensible = rho * c_liq * quad(melt_excess, 0, depth)[0]
latent_heat = rho * latent * depth
assert abs((sensible + latent_heat) / fluence - 1) < 1e-9
depth_linear = np.sqrt(2 * k_liq * overheat * time_end / (rho * latent))
depth_bound = fluence / (rho * latent)


# --------------------------------------------------- enthalpy simulation
def simulate(start_excess, length, fixed_flux=None, dx=12.5e-9):
    """Explicit finite volumes for enthalpy density h (zero: solid at T_melt).

    The potential is conductivity times (T - T_melt), zero in a melting cell.
    Returns final depth, depth at a quarter of the time, absorbed energy per
    area and surface excess temperature.
    """
    cells = int(round(length / dx))
    steps = 4 * int(np.ceil(time_end / (0.3 * dx**2 / alpha) / 4))
    dt = time_end / steps
    h_start = rho * c_sol * start_excess
    h = np.full(cells, h_start)
    h_melt = rho * latent
    q = np.zeros(cells + 1)
    quarter = 0.0
    for step in range(1, steps + 1):
        potential = (alpha * np.maximum(h - h_melt, 0.0)
                     + alpha_sol * np.minimum(h, 0.0))
        q[1:-1] = (potential[:-1] - potential[1:]) / dx
        if fixed_flux is None:
            q[0] = 2 * (k_liq * overheat - potential[0]) / dx
        else:
            q[0] = fixed_flux
        h += dt / dx * (q[:-1] - q[1:])
        if step == steps // 4:
            quarter = dx * np.sum(np.clip(h / h_melt, 0, 1))
    final = dx * np.sum(np.clip(h / h_melt, 0, 1))
    absorbed = dx * np.sum(h - h_start)
    top = alpha * max(h[0] - h_melt, 0.0) / k_liq + q[0] * dx / (2 * k_liq)
    return final, quarter, absorbed, top


sim_depth, sim_quarter, sim_fluence, _ = simulate(0.0, 1.5e-6)
# tolerances: the grid resolves the melt with some tens of cells
assert abs(sim_depth / depth - 1) < 0.01
assert abs(sim_depth / sim_quarter - 2) < 0.04
assert abs(sim_fluence / fluence - 1) < 0.01

# ------------------------------------------ neglected effect: cold solid
kappa = alpha / alpha_sol
drain = k_sol / k_liq * np.sqrt(kappa) * (T_melt - T_cold) / overheat


def cold_balance(v):
    return (np.exp(-v**2) / erf(v)
            - drain * np.exp(-kappa * v**2) / erfc(v * np.sqrt(kappa))
            - np.sqrt(np.pi) * v / stefan)


lam_cold = brentq(cold_balance, 1e-6, 2.0, xtol=1e-13)
depth_cold = 2 * lam_cold * diff_length
sim_cold = simulate(T_cold - T_melt, 8e-6)[0]
assert abs(sim_cold / depth_cold - 1) < 0.02
assert depth_cold < depth

# ------------------------- neglected effect: constant flux, equal fluence
depth_flux, _, flux_energy, flux_top = simulate(
    0.0, 1.5e-6, fixed_flux=fluence / time_end)
assert abs(flux_energy / fluence - 1) < 1e-8
assert depth_flux < depth_bound and depth < depth_bound

# --------------------------------- neglected effect: interface kinetics
kin_length = k_liq * superheat_per_speed / (rho * latent)
depth_kin = -kin_length + np.sqrt(kin_length**2 + depth_linear**2)


def kinetic_speed(_, s):
    # conduction through the melt supplies the latent heat at speed v
    return k_liq * overheat / (rho * latent * s + k_liq * superheat_per_speed)


kin_ode = solve_ivp(kinetic_speed, (0, time_end), [0.0], rtol=1e-9,
                    atol=1e-16, max_step=time_end / 50).y[0, -1]
assert abs(kin_ode / depth_kin - 1) < 1e-6
max_speed = overheat / superheat_per_speed
time_kin = alpha * (lam / max_speed)**2

# --------------------- neglected effects: density change, conductivity
consumed_solid = depth * rho / rho_sol
depth_k20 = 2 * lam * np.sqrt(1.2 * alpha * time_end)

# ---------------------------------------------------------------- output
print("INPUTS (rough, silicon-like)")
print(f"liquid conductivity         {k_liq:.0f} W/(m K)")
print(f"liquid density              {rho:.0f} kg/m3")
print(f"liquid specific heat        {c_liq:.0f} J/(kg K)")
print(f"latent heat                 {latent:.2e} J/kg")
print(f"melting temperature         {T_melt:.0f} K")
print(f"surface temperature         {T_melt + overheat:.0f} K")
print(f"time                        {time_end*1e9:.0f} ns")
print("MELT DEPTH")
print(f"liquid diffusivity          {alpha:.3e} m2/s")
print(f"Stefan number               {stefan:.5f}")
print(f"Ste/sqrt(pi)                {stefan/np.sqrt(np.pi):.5f}")
print(f"lambda                      {lam:.5f}")
print(f"exp(lambda^2)               {np.exp(lam**2):.5f}")
print(f"erf(lambda)                 {erf(lam):.5f}")
print(f"sqrt(Ste/2)                 {np.sqrt(stefan/2):.5f}")
print(f"sqrt(Ste/2)(1-Ste/6)        {np.sqrt(stefan/2)*(1-stefan/6):.5f}")
print(f"sqrt(alpha t)               {diff_length*1e9:.1f} nm")
print(f"melt depth                  {depth*1e9:.1f} nm")
print(f"linear-profile depth        {depth_linear*1e9:.1f} nm")
print(f"front speed at end          {speed:.3f} m/s")
print(f"temperature at half depth   {T_melt + melt_excess(depth/2):.1f} K")
print("ENERGY")
print(f"surface flux at end         {flux*1e-10:.3f} MW/cm2")
print(f"absorbed fluence            {fluence*1e-4:.4f} J/cm2")
print(f"latent part                 {latent_heat*1e-4:.4f} J/cm2")
print(f"sensible part               {sensible*1e-4:.4f} J/cm2")
print(f"depth bound F/(rho L)       {depth_bound*1e9:.1f} nm")
print("INDEPENDENT CHECKS")
print(f"largest shooting deviation  {shooting_error:.1e} (relative)")
print(f"small-Ste error ratio       {error_ratio:.3f} (Ste doubled)")
print(f"simulated depth             {sim_depth*1e9:.1f} nm")
print(f"simulated depth at t/4      {sim_quarter*1e9:.1f} nm")
print(f"simulated fluence           {sim_fluence*1e-4:.4f} J/cm2")
print("NEGLECTED EFFECTS")
print(f"solid k, c (rough)          {k_sol:.0f} W/(m K), {c_sol:.0f} J/(kg K)")
print(f"cold solid: start           {T_cold:.0f} K")
print(f"cold solid: K, R            {kappa:.3f}, {drain:.3f}")
print(f"cold solid: lambda          {lam_cold:.5f}")
print(f"cold solid: depth           {depth_cold*1e9:.1f} nm")
print(f"cold solid: simulated       {sim_cold*1e9:.1f} nm")
print(f"cold solid: depth change    {100*(depth_cold/depth-1):.1f} %")
print(f"kinetics: superheat/speed   {superheat_per_speed:.0f} K/(m/s) (rough)")
print(f"kinetics: superheat at end  {superheat_per_speed*speed:.1f} K")
print(f"kinetics: length k b/(rho L) {kin_length*1e9:.1f} nm")
print(f"kinetics: depth estimate    {depth_kin*1e9:.1f} nm")
print(f"kinetics: vs linear profile {100*(depth_kin/depth_linear-1):.1f} %")
print(f"kinetics: model fails below {time_kin*1e9:.2f} ns")
print(f"constant flux: depth        {depth_flux*1e9:.1f} nm")
print(f"constant flux: overheat end {flux_top:.0f} K")
print(f"solid density (rough)       {rho_sol:.0f} kg/m3")
print(f"consumed solid thickness    {consumed_solid*1e9:.1f} nm")
print(f"depth, conductivity +20 %   {depth_k20*1e9:.1f} nm")
print("ALL CHECKS PASSED")
```

Output:

```
INPUTS (rough, silicon-like)
liquid conductivity         60 W/(m K)
liquid density              2500 kg/m3
liquid specific heat        1000 J/(kg K)
latent heat                 1.80e+06 J/kg
melting temperature         1690 K
surface temperature         1990 K
time                        100 ns
MELT DEPTH
liquid diffusivity          2.400e-05 m2/s
Stefan number               0.16667
Ste/sqrt(pi)                0.09403
lambda                      0.28113
exp(lambda^2)               1.08224
erf(lambda)                 0.30906
sqrt(Ste/2)                 0.28868
sqrt(Ste/2)(1-Ste/6)        0.28066
sqrt(alpha t)               1549.2 nm
melt depth                  871.1 nm
linear-profile depth        894.4 nm
front speed at end          4.355 m/s
temperature at half depth   1837.0 K
ENERGY
surface flux at end         2.121 MW/cm2
absorbed fluence            0.4242 J/cm2
latent part                 0.3920 J/cm2
sensible part               0.0322 J/cm2
depth bound F/(rho L)       942.7 nm
INDEPENDENT CHECKS
largest shooting deviation  6.2e-12 (relative)
small-Ste error ratio       3.987 (Ste doubled)
simulated depth             871.0 nm
simulated depth at t/4      435.6 nm
simulated fluence           0.4242 J/cm2
NEGLECTED EFFECTS
solid k, c (rough)          25 W/(m K), 1000 J/(kg K)
cold solid: start           300 K
cold solid: K, R            2.400, 2.991
cold solid: lambda          0.15749
cold solid: depth           488.0 nm
cold solid: simulated       487.6 nm
cold solid: depth change    -44.0 %
kinetics: superheat/speed   15 K/(m/s) (rough)
kinetics: superheat at end  65.3 K
kinetics: length k b/(rho L) 200.0 nm
kinetics: depth estimate    716.5 nm
kinetics: vs linear profile -19.9 %
kinetics: model fails below 4.74 ns
constant flux: depth        827.1 nm
constant flux: overheat end 523 K
solid density (rough)       2300 kg/m3
consumed solid thickness    946.8 nm
depth, conductivity +20 %   954.2 nm
ALL CHECKS PASSED
```
